**Spin statistical weights of XY4 molecules by cycle counting and by explicit projection**

The program tests the formula g(Γ) = (1/12) Σ χ_Γ(P) n^c(P), summed over the even permutations P of four identical nuclei. Here n = 2I+1 is the number of spin states of one nucleus, c(P) is the number of cycles of P, and χ_Γ is the character of the rovibronic species Γ in Td(M). It asserts that the traces of explicit spin permutation matrices follow the cycle rule, and that the ranks of explicit Pauli projectors equal the formula for n = 1, 2 and 3. For protons it also asserts the weights for each parity, the total spin of each spin species, and the number of allowed rotor states for J = 0 to 5. The output shows the weights 5, 2 and 3 for A, E and T levels, with the 2 of E made up of one state in each parity. For SiH4 at the RHF/def2-SVP bond length it prints the rotational constant, the partition function and the equilibrium fractions of the spin species at three temperatures. At the highest temperature the program asserts the fractions 5/16, 2/16 and 9/16 and the classical partition function with symmetry number 12, including its factor exp(B/4kT), where B is the rotational constant.

## Verification by program

```python
# Result under test: nuclear spin weights of XY4 levels in the group Td(M),
#   g(Gamma) = (1/12) * sum over even permutations P of chi_Gamma(P) * n**c(P),
# n = 2I+1 for the nuclei Y, c(P) = number of cycles of P (fixed points count).
# For protons (n = 2) the weights of A, E, T levels are 5, 2, 3.
# Odd permutations enter Td(M) combined with the spatial inversion E*.
# Example: rigid-rotor SiH4 (spinless 28Si) at the RHF/def2-SVP bond length.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation
from pyscf import gto, scf

vertices = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
perms = list(itertools.permutations(range(4)))


def cycle_type(p):
    seen, lengths = set(), []
    for start in range(4):
        length, i = 0, start
        while i not in seen:
            seen.add(i)
            i = p[i]
            length += 1
        if length:
            lengths.append(length)
    return tuple(sorted(lengths, reverse=True))


def vector_matrix(p):
    # orthogonal matrix that carries vertex i to vertex p(i)
    return sum(np.outer(vertices[p[i]], vertices[i]) for i in range(4)) / 4


quadratic = [np.diag([-1, -1, 2]) / np.sqrt(6), np.diag([1, -1, 0]) / np.sqrt(2)]


def irrep_matrices(p):
    m = vector_matrix(p)
    det = round(np.linalg.det(m))
    e_mat = np.array([[np.trace(a @ m @ b @ m.T) for b in quadratic]
                      for a in quadratic])
    return {"A1": np.eye(1), "A2": det * np.eye(1), "E": e_mat,
            "F1": det * m, "F2": m}


names = ["A1", "A2", "E", "F1", "F2"]
cycles = {p: cycle_type(p) for p in perms}
sign = {p: (-1) ** (4 - len(cycles[p])) for p in perms}
rep = {p: irrep_matrices(p) for p in perms}
chi = {g: np.array([np.trace(rep[p][g]) for p in perms]) for g in names}
signs = np.array([sign[p] for p in perms])
counts = np.array([len(cycles[p]) for p in perms])
overlap = np.array([[chi[a] @ chi[b] / 24 for b in names] for a in names])
assert np.allclose(overlap, np.eye(5), atol=1e-12)
for p in perms:
    for q in perms:
        pq = tuple(p[q[i]] for i in range(4))
        for g in names:
            assert np.allclose(rep[p][g] @ rep[q][g], rep[pq][g], atol=1e-12)


def spin_matrix(p, n):
    # the spin label of nucleus i moves to nucleus p(i)
    states = list(itertools.product(range(n), repeat=4))
    index = {s: k for k, s in enumerate(states)}
    out = np.zeros((n ** 4, n ** 4))
    for s in states:
        t = [0] * 4
        for i in range(4):
            t[p[i]] = s[i]
        out[index[tuple(t)], index[s]] = 1
    return out


def projector_rank(proj):
    # eigenvalues of a projector must be 0 or 1; count the ones
    ev = np.linalg.eigvalsh(proj)
    assert np.all(np.minimum(abs(ev), abs(ev - 1)) < 1e-8)
    return int(np.sum(ev > 0.5))


def weight_formula(g, n):
    even = signs == 1
    return np.sum(chi[g][even] * float(n) ** counts[even]) / 12


def parity_formula(g, n, parity):
    pauli = signs ** (n - 1)
    inversion = np.where(signs == 1, 1, parity)
    return np.sum(pauli * inversion * chi[g] * float(n) ** counts) / 24


# Brute force: spatial states live on two labelled versions of the tetrahedron,
# which odd permutations and E* exchange; project on the Pauli-allowed states.
swap = np.array([[0.0, 1.0], [1.0, 0.0]])
spin = {n: {p: spin_matrix(p, n) for p in perms} for n in (1, 2, 3)}
weights, parity_weights = {}, {}
for n in (1, 2, 3):
    for p in perms:
        assert np.trace(spin[n][p]) == n ** len(cycles[p])
    for g in names:
        dim = len(rep[perms[0]][g])
        pauli_proj = np.zeros((2 * dim * n ** 4,) * 2)
        for p in perms:
            version = np.eye(2) if sign[p] == 1 else swap
            spatial = np.kron(version, rep[p][g])
            pauli_proj += sign[p] ** (n - 1) * np.kron(spatial, spin[n][p]) / 24
        weights[n, g] = projector_rank(pauli_proj)
        assert abs(weights[n, g] - weight_formula(g, n)) < 1e-9
        if n == 2:
            e_star = np.kron(swap, np.eye(dim * n ** 4))
            for parity in (1, -1):
                half = (np.eye(len(e_star)) + parity * e_star) / 2
                found = projector_rank(half @ pauli_proj @ half)
                parity_weights[g, parity] = found
                assert abs(found - parity_formula(g, n, parity)) < 1e-9
    closed = {"A1": (n**4 + 11 * n**2) / 12, "A2": (n**4 + 11 * n**2) / 12,
              "E": (n**4 - n**2) / 6, "F1": (n**4 - n**2) / 4,
              "F2": (n**4 - n**2) / 4}
    assert all(abs(weights[n, g] - closed[g]) < 1e-9 for g in names)
assert [weights[2, g] for g in names] == [5, 5, 2, 3, 3]

# Symmetry species of the 16 proton spin states and their total spin
spin_mult = {g: round(chi[g] @ 2.0 ** counts / 24) for g in names}
pauli_matrices = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
                  np.array([[1, 0], [0, -1]])]
total_sq = np.zeros((16, 16), complex)
for s in pauli_matrices:
    component = sum(np.kron(np.kron(np.eye(2 ** i), s / 2), np.eye(2 ** (3 - i)))
                    for i in range(4))
    total_sq += component @ component
total_spin, spin_states = {}, {}
for g in names:
    dim = len(rep[perms[0]][g])
    proj = dim / 24 * sum(chi[g][k] * spin[2][p] for k, p in enumerate(perms))
    spin_states[g] = projector_rank(proj)
    assert spin_states[g] == dim * spin_mult[g]
    if spin_states[g]:
        mean = np.trace(total_sq @ proj).real / spin_states[g]
        assert np.allclose(total_sq @ proj, mean * proj, atol=1e-10)
        total_spin[g] = (np.sqrt(1 + 4 * max(mean, 0.0)) - 1) / 2
for g, expected in (("A1", 2), ("E", 0), ("F2", 1)):
    assert abs(total_spin[g] - expected) < 1e-6

# Rotational species from the equivalent rotations
angles = np.array([np.arccos(np.clip((chi["F1"][k] - 1) / 2, -1, 1))
                   for k in range(24)])


def rot_mult(j):
    chi_j = sum(np.cos(k * angles) for k in range(-j, j + 1))
    raw = np.array([chi[g] @ chi_j / 24 for g in names])
    assert np.allclose(raw, np.round(raw), atol=1e-6)
    return np.round(raw).astype(int)


g_vec = np.array([weights[2, g] for g in names])


def rotor_count(j):
    # explicit body-fixed rotor matrices times spin, one labelled version
    m = np.arange(j, -j - 1, -1)
    jp = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1.0)), 1)
    gen = [(jp + jp.T) / 2, (jp - jp.T) / 2j, np.diag(m)]
    proj = 0
    for p in perms:
        if sign[p] == 1:
            axis = Rotation.from_matrix(vector_matrix(p)).as_rotvec()
            turn = expm(-1j * sum(a * b for a, b in zip(axis, gen)))
            proj = proj + np.kron(turn, spin[2][p]) / 12
    return projector_rank(proj)


for j in range(6):
    assert rotor_count(j) == rot_mult(j) @ g_vec


# SiH4: bond length, inertia, rotational constant
def silane(r):
    atoms = [("Si", (0, 0, 0))] + [("H", tuple(r * v / np.sqrt(3)))
                                   for v in vertices]
    mol = gto.M(atom=atoms, basis="def2-svp", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


best = minimize_scalar(lambda r: silane(r).e_tot, bounds=(1.38, 1.60),
                       method="bounded", options={"xatol": 1e-4})
bond = best.x
gradient = silane(bond).nuc_grad_method().kernel()
radial_gradient = gradient[1] @ vertices[0] / np.sqrt(3)
assert abs(radial_gradient) < 5e-4   # limited by the bond-length tolerance

mass_h = (const.m_p + const.m_e) / const.m_e
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
inertia = 8 / 3 * mass_h * (bond / bohr) ** 2
pos = bond / bohr * vertices / np.sqrt(3)
tensor = mass_h * (np.sum(pos ** 2) * np.eye(3) - pos.T @ pos)
assert np.allclose(tensor, inertia * np.eye(3), rtol=1e-10, atol=1e-6)
b_rot = hartree / (2 * inertia)

# Thermal sums over rigid-rotor levels
j_max = 70
mult = np.array([rot_mult(j) for j in range(j_max + 1)])
j_all = np.arange(j_max + 1)
thermal = []
for kt in (0.0002, 0.001, 0.025):
    boltz = (2 * j_all + 1) * np.exp(-b_rot * j_all * (j_all + 1) / kt)
    parts = (boltz @ mult) * g_vec
    q = parts.sum()
    classical = 16 / 12 * np.sqrt(np.pi) * (kt / b_rot) ** 1.5
    fractions = np.array([parts[0] + parts[1], parts[2], parts[3] + parts[4]]) / q
    thermal.append((kt, q, classical, fractions))
kt, q, classical, fractions = thermal[-1]
assert abs(q / (classical * np.exp(b_rot / (4 * kt))) - 1) < 1e-8
assert np.allclose(fractions, np.array([5, 2, 9]) / 16, atol=1e-8)

print("Classes: cycle lengths, size, cycles c, spin character (n=2),")
print("  then characters of A1 A2 E F1 F2 (odd ones combined with E*)")
for ct in [(1, 1, 1, 1), (3, 1), (2, 2), (4,), (2, 1, 1)]:
    members = [k for k, p in enumerate(perms) if cycles[p] == ct]
    k = members[0]
    row = " ".join(f"{round(chi[g][k]):2d}" for g in names)
    print(f"  {str(ct):13s} size {len(members)}  c {len(ct)}  "
          f"spin {round(np.trace(spin[2][perms[k]])):2d}  irreps {row}")
print("Proton spin species: multiplicity, number of states, total spin")
for g in names:
    label = f"{abs(total_spin[g]):.0f}" if g in total_spin else "none"
    print(f"  {g}: {spin_mult[g]}, {spin_states[g]}, {label}")
print("Weights by projector rank: parity +, parity -, total (protons)")
for g in names:
    print(f"  {g}: {parity_weights[g, 1]}, {parity_weights[g, -1]}, {weights[2, g]}")
print("Weights for I=0 (A1 A2 E F1 F2):", *[weights[1, g] for g in names])
print("Weights for I=1 (A1 A2 E F1 F2):", *[weights[3, g] for g in names])
print("J: multiplicities of A1 A2 E F1 F2; allowed states per M_J")
for j in range(6):
    print(f"  J={j}:", *mult[j], f"; W = {mult[j] @ g_vec}")
print(f"SiH4 RHF/def2-SVP bond length: {bond:.3f} angstrom")
print(f"Radial gradient on one H there: {radial_gradient:.1e} hartree/bohr")
print(f"H atom mass: {mass_h:.2f} electron masses")
print(f"Moment of inertia: {inertia:.0f} atomic units")
print(f"Rotational constant B: {b_rot:.3e} eV")
print(f"Energy of J=1 above J=0: {2 * b_rot:.3e} eV")
print("Thermal: kT in eV; Q; classical Q with n^4/12; fractions A, E, T")
for kt, q, classical, fr in thermal:
    print(f"  {kt:.4f} eV; {q:.4f}; {classical:.4f};",
          " ".join(f"{x:.4f}" for x in fr))
print("finished without a failed check")
```

Printed output:

```
Classes: cycle lengths, size, cycles c, spin character (n=2),
  then characters of A1 A2 E F1 F2 (odd ones combined with E*)
  (1, 1, 1, 1)  size 1  c 4  spin 16  irreps  1  1  2  3  3
  (3, 1)        size 8  c 2  spin  4  irreps  1  1 -1  0  0
  (2, 2)        size 3  c 2  spin  4  irreps  1  1  2 -1 -1
  (4,)          size 6  c 1  spin  2  irreps  1 -1  0  1 -1
  (2, 1, 1)     size 6  c 3  spin  8  irreps  1 -1  0 -1  1
Proton spin species: multiplicity, number of states, total spin
  A1: 5, 5, 2
  A2: 0, 0, none
  E: 1, 2, 0
  F1: 0, 0, none
  F2: 3, 9, 1
Weights by projector rank: parity +, parity -, total (protons)
  A1: 0, 5, 5
  A2: 5, 0, 5
  E: 1, 1, 2
  F1: 3, 0, 3
  F2: 0, 3, 3
Weights for I=0 (A1 A2 E F1 F2): 1 1 0 0 0
Weights for I=1 (A1 A2 E F1 F2): 15 15 12 18 18
J: multiplicities of A1 A2 E F1 F2; allowed states per M_J
  J=0: 1 0 0 0 0 ; W = 5
  J=1: 0 0 0 1 0 ; W = 3
  J=2: 0 0 1 0 1 ; W = 5
  J=3: 0 1 0 1 1 ; W = 11
  J=4: 1 0 1 1 1 ; W = 13
  J=5: 0 0 1 2 1 ; W = 11
SiH4 RHF/def2-SVP bond length: 1.481 angstrom
Radial gradient on one H there: 6.5e-06 hartree/bohr
H atom mass: 1837.15 electron masses
Moment of inertia: 38390 atomic units
Rotational constant B: 3.544e-04 eV
Energy of J=1 above J=0: 7.088e-04 eV
Thermal: kT in eV; Q; classical Q with n^4/12; fractions A, E, T
  0.0002 eV; 5.2607; 1.0019; 0.9504 0.0000 0.0495
  0.0010 eV; 13.6076; 11.2013; 0.4068 0.0888 0.5044
  0.0250 eV; 1405.1320; 1400.1610; 0.3125 0.1250 0.5625
finished without a failed check
```
